# Channel Doping from Threshold and Body Bias: Noise and Depth Resolution

Before a doping profile is extracted from threshold data, someone must choose how many neighbouring bias points enter each derivative. In the example below, three points spaced 0.05 V apart, with 0.1 mV of noise, give a doping error of 256% in the linear estimate. Twenty-one points give 1.4%, at the price of averaging over some 30 nm of depth. This note derives the inversion, the error of each choice and the limit that quieter data cannot remove.

## The inversion

Take a long, wide n-channel transistor with acceptor density $N(x)$ at depth $x$ below the oxide. Let $V\ge0$ be the reverse source-body bias, $T(V)$ the threshold measured from gate to source, $C$ the oxide capacitance per area, $\varepsilon$ the silicon permittivity and $v=kT_{\rm abs}/q$ the thermal voltage. In the depletion approximation the holes are absent down to a depth $W$ and the body is neutral below it.

The field at depth $x$ is $(q/\varepsilon)\int_x^W N\,dx'$. Integrating it from 0 to $W$ and exchanging the order of integration gives the surface potential $\psi$; the depleted charge per area $Q$ (taken positive) follows by counting:

$$\psi=\frac q\varepsilon\int_0^W xN\,dx,\qquad Q=q\int_0^W N\,dx .$$

Moving the edge by $dW$ changes these by $d\psi=(q/\varepsilon)WN(W)\,dW$ and $dQ=qN(W)\,dW$. The unknown doping cancels in the ratio:

$$Q'\equiv\frac{dQ}{d\psi}=\frac{\varepsilon}{W}.$$

A second derivative, with $dW/d\psi=\varepsilon/(qNW)$, gives

$$Q''=-\frac{\varepsilon}{W^2}\frac{dW}{d\psi}=-\frac{\varepsilon^2}{qNW^3}.$$

Substituting $W=\varepsilon/Q'$ yields

$$N(W)=-\frac{Q'^3}{q\varepsilon Q''}. \tag{1}$$

The gate-to-body voltage is the flat-band voltage $V_{FB}$ plus $\psi$ plus the oxide drop. Subtracting $V$ refers it to the source:

$$T=V_{FB}+\varphi+\frac{Q+Q_c}{C},\qquad \varphi=\psi-V, \tag{2}$$

where $Q_c$ is the fixed inversion charge that defines threshold. If $\varphi$ is constant, then $T'=Q'/C$ and $T''=Q''/C$, with primes on $T$ denoting derivatives in $V$. Hence

$$W=\frac{\varepsilon}{CT'},\qquad N=-\frac{C^2T'^3}{q\varepsilon T''}. \tag{3}$$

Since $T''<0$, $N$ is positive. A constant offset in $T$ drops out. A 1% error in $C$ moves the depth by 1% and the doping by 2%.

Uniform doping is a useful check. There $T=\text{const}+\gamma\sqrt{\psi}$, so $T'=\gamma\psi^{-1/2}/2$, $T''=-\gamma\psi^{-3/2}/4$ and $T'^3/T''=-\gamma^2/2$. Equation (3) returns $N=C^2\gamma^2/(2q\varepsilon)$, independent of bias.

## Correcting the threshold criterion

Fixed inversion charge does not mean fixed $\varphi$. Near the surface the potential falls as $\psi-Fx$, with surface field $F=Q/\varepsilon$. With $n_0$ the equilibrium electron density in the neutral body, Boltzmann statistics give

$$Q_c=qn_0e^{\varphi/v}\int_0^\infty e^{-Fx/v}dx=\frac{qn_0v}{F}e^{\varphi/v},\qquad
\varphi(Q)=v\ln\frac{Q_cQ}{\varepsilon qn_0v}. \tag{4}$$

A stronger field squeezes the electrons into a thinner layer, so $\varphi$ must rise to keep their number fixed. Differentiating (2) in $V$ gives $T'=\varphi'+(1+\varphi')Q'/C$. Since $\varphi'>0$, equation (3) then makes the depth too small.

The cure is to solve (2) and (4) together for $Q$ at each data point:

$$Q\leftarrow C[T-V_{FB}-\varphi(Q)]-Q_c .$$

The derivative of the right-hand side is $-Cv/Q$, so the iteration converges locally when $Q/C>v$. Then $\psi=V+\varphi(Q)$, and (1) is applied to $Q(\psi)$. This step needs $V_{FB}$, which (3) did not.

## Noise of the fitted derivatives

Let each threshold carry independent noise of standard deviation $\sigma$, at exact bias steps $h$. Fit $c_0+c_1u+c_2u^2$ to $M=2m+1$ points at $u=jh$, $j=-m,\dots,m$. The required sums are

$$S_2=\sum j^2=\frac{M(M^2-1)}{12},\qquad
D=\sum j^4-\frac{S_2^2}{M}=\frac{M(M^2-1)(M^2-4)}{180}.$$

The linear function is orthogonal to the other two on a symmetric window. Removing the mean from $j^2$ makes it orthogonal to the constant as well, so

$$c_1=\frac{\sum jT_j}{hS_2},\qquad c_2=\frac{\sum(j^2-S_2/M)T_j}{h^2D}.$$

Summing squared weights, with $T'=c_1$ and $T''=2c_2$, gives

$$\operatorname{var}T'=\frac{12\sigma^2}{M(M^2-1)h^2},\qquad
\operatorname{var}T''=\frac{720\,\sigma^2}{M(M^2-1)(M^2-4)h^4}.$$

The two errors are uncorrelated because one set of weights is odd and the other even. From (3), $\delta\ln N=3\,\delta T'/T'-\delta T''/T''$ to first order, so

$$\operatorname{var}(\ln N)=\frac{9\operatorname{var}T'}{T'^2}+\frac{\operatorname{var}T''}{T''^2}. \tag{5}$$

The example is silicon at 300 K with 10 nm of oxide, a background of $5\times10^{16}$ cm$^{-3}$ and a Gaussian implant adding $10^{17}$ cm$^{-3}$ at 150 nm, with standard deviation 40 nm. At the implant peak $V=0.991$ V, $T'=0.2000$ and $T''=-0.03832$ V$^{-1}$. For three points the curvature error is $\sqrt6\,(10^{-4})/(0.05)^2=0.098$ V$^{-1}$, or 2.56 times the curvature itself. The slope term adds only 0.02 in quadrature. If the noise is Gaussian, the fitted curvature has the wrong sign in about 35% of cases, and $N$ comes out negative. For $M=21$ the curvature error is $5.3\times10^{-4}$ V$^{-1}$, which gives the 1.4%.

## What the window averages

Let the sampled window have full width $L=Mh$ and half-width $H=L/2$, and now let $u$ run from $-1$ to 1 across it. For dense sampling the fitted curvature is

$$T''_{\rm fit}=\frac{45}{4H^2}\int_{-1}^1\left(u^2-\tfrac13\right)T\,du .$$

Since $u^2-\frac13=\frac1{12}\,d^2(1-u^2)^2/du^2$, two integrations by parts, with vanishing end terms, give the first result below. The second follows in the same way from $T'_{\rm fit}=(3/2H)\int uT\,du$:

$$T''_{\rm fit}=\tfrac{15}{16}\int_{-1}^1(1-u^2)^2\,T''\,du,\qquad
T'_{\rm fit}=\tfrac34\int_{-1}^1(1-u^2)\,T'\,du .$$

The curvature kernel falls to half its height at $u=\sqrt{1-1/\sqrt2}=0.541$. Its full width at half maximum is therefore $0.541L$.

The mean values of $u^2$ under the two kernels are $1/7$ and $1/5$. Expanding to second order gives a relative smoothing bias $bH^2$ in $N$, with

$$b=\frac{3T'''}{10T'}-\frac{T''''}{14T''}.$$

For uniform doping $b=(9/40-15/56)/\psi^2=-3/(70\psi^2)$, so a small bias remains even without structure in the profile.

For large $M$ the curvature part of (5) is $22.5\,\sigma^2h/(H^5T''^2)$. The slope part is $0.15\,(LT''/T')^2$ times this, 0.6% for 21 points at the implant peak. It is dropped here, which is allowed while $L\ll|T'/T''|$. Adding $b^2H^4$ and setting the derivative in $H$ to zero gives the best window:

$$H^9=\frac54\,\frac{22.5\,\sigma^2h}{T''^2b^2}. \tag{6}$$

At the implant peak $b=-0.031$ V$^{-2}$, so $H^9=0.0100$ and $H=0.60$ V. That is 24 steps, or 23 points as an odd number. A scan over odd windows from 5 to 35 points, using the explicit fit weights, also finds 23, with a total error of 1.5% relative to the depletion-model doping. The best $H$ grows as $\sigma^{2/9}$ and the error at the optimum as $\sigma^{4/9}$. Ten times less noise therefore reduces that error by a factor of 2.8.

## Depth resolution

With $\varphi$ constant, a voltage window $L$ covers the depth $\Delta W=L\varepsilon/(qNW)$. The dense-sampling error is $r=\sigma\sqrt{720h}/(L^{5/2}|T''|)$. Inserting $|T''|=\varepsilon^2/(CqNW^3)$ and $L=qNW\Delta W/\varepsilon$ gives

$$r=\sigma\sqrt{720h}\;C\,\sqrt{\varepsilon W}\,(qN)^{-3/2}\,\Delta W^{-5/2},$$

$$\Delta W=\left[\frac{\sigma\sqrt{720h}\;C\sqrt{\varepsilon W}}{r\,(qN)^{3/2}}\right]^{2/5}. \tag{7}$$

At fixed $\sigma$, $h$ and $r$, a thinner oxide widens the window as $C^{2/5}$, because the threshold signal shrinks while the noise does not. Halving the window multiplies the noise error by $2^{5/2}=5.7$.

For $r=0.1$ at the implant peak, $L^{5/2}=10^{-4}\times6/(0.1\times0.03832)=0.157$, so $L=0.476$ V. There $\varepsilon/(qNW)=28.7$ nm/V, hence $\Delta W=13.7$ nm and the kernel width is 7.4 nm. At 220 nm, where the doping is lower, they are 23.0 and 12.5 nm. As a test of (7), the noise was set to 0.721 mV, for which the law demands 21 points at 10% error. Simulated noisy curves gave 10.1%.

## The limit that quieter data cannot remove

Real depletion edges are not sharp. Poisson's equation with mobile holes of density $p$ gives $\psi=(q/\varepsilon)\int x(N-p)\,dx$ and $Q=q\int(N-p)\,dx$, so

$$\varepsilon\frac{d\psi}{dQ}=\frac{\int x\,\delta p\,dx}{\int\delta p\,dx}.$$

The measured depth is thus the centroid of the holes removed by a small bias step. What does the recovered density represent? In the unbiased body $p\propto e^{-\psi/v}$, and Poisson's equation becomes

$$p=N+\frac{\varepsilon v}{q}\frac{d^2\ln p}{dx^2}. \tag{8}$$

For a slowly varying profile, $p$ may be replaced by $N$ in the logarithm. With the Debye length $L_D=\sqrt{\varepsilon v/(qN)}=10.56$ nm at the peak, the relative change there is $-L_D^2(10^{17}/1.5\times10^{17})/(40\text{ nm})^2=-4.6\%$. Noise-free thresholds from the nonlinear Poisson equation gave a peak of $1.43\times10^{17}$ against the true $1.50\times10^{17}$ cm$^{-3}$, which is about the same shift; the full solution of (8) puts the hole density there 4.4% below the doping. Over the whole range the recovered curve differs from the hole density by 0.6% rms and from the doping by 4.3% rms. For this implant the method measures holes. For a profile this smooth, equation (8) could convert them to dopants, but it needs two more derivatives of noisy data.

For a weak ripple on uniform doping, (8) becomes $\delta p=\delta N+L_D^2\,\delta p''$. Its solution averages $\delta N$ with the kernel $e^{-|x|/L_D}/(2L_D)$, of width $2L_D\ln2$.

The measurement blurs a narrow feature more than this kernel does. An implant of the same height and depth, with true width 11.8 nm, was recovered without noise as 43.7 nm wide and 0.25 times as high. The ripple kernel at the background doping is only 25 nm wide. The equilibrium hole profile of this spike is 29 nm wide. The strength of the spike is not the cause: one of the same width and a fiftieth of the height is recovered as 53 nm wide and 0.21 times as high, while its holes spread over 34 nm. The moving edge has a thickness of its own, and for narrow features the recovered curve is broader than the hole density.

On a background equal to the peak doping, a weak spike of true width 3.5 nm at 150 nm depth is recovered without noise as 30 nm wide, about $2.8L_D$. By (7), the fit kernel at the implant peak for 10% error equals $L_D$ at 0.24 mV noise and reaches 30 nm only near 3 mV. Well below the latter level, less noise still reduces the random error of $N$, but the depth resolution improves only slowly towards this noise-free limit. The width attached in the procedure below is that of the fit alone.

## Procedure

```
input: V[k], T[k], C, V_FB, Q_c, n0, M (odd)
for each k:
    Q = C*(T[k] - V_FB - 0.8 volt)
    repeat until Q settles:
        phi = v*ln(Q_c*Q/(eps*q*n0*v))
        Q = C*(T[k] - V_FB - phi) - Q_c
    store Q[k], psi[k] = V[k] + phi(Q)
for each k with (M-1)/2 neighbours on both sides:
    fit Q = a0 + a1*u + a2*u^2,  u = psi - psi[k]
    if a1 <= 0 or a2 >= 0: report "unresolved"
    W = eps/a1
    N = -a1^3/(2*q*eps*a2)
    attach the error from (5) and width 0.541*M*h*eps/(q*N*W)
```

For $K$ biases the fits cost of order $KM$ operations and the conversion $K$ times the number of iterations. At $V=0$ the example has $Q/C=0.36$ V, so each iteration reduces the error about 14-fold. Centring $u$ and dividing it by the half-width of the window keeps the least-squares problem well conditioned. The $\psi$ grid is slightly uneven, so (5) is then approximate.

Applied to 300 noisy curves with 21 points, the procedure gave a mean of $1.42\times10^{17}$ cm$^{-3}$ at 150 nm and $7.3\times10^{16}$ at 222 nm. The true values are $1.50\times10^{17}$ and $6.9\times10^{16}$. These deviations of about 6% exceed the scatter of 1.1% and 2.3%, so averaging more sweeps would not remove them. With 300 curves the scatter carries a sampling uncertainty of about 4%. With 20000 curves it lies below (5) at all five biases examined, by 9% at 0.50 V, 8% at 1.00 V and 3% at 3.25 V. At 1.00 V the conversion to $Q$ multiplies the noise by $1/(1+Cv/Q)\approx0.96$. The slightly wider steps in $\psi$, and the noise carried into $\psi$, lower the scatter by a further 3% or so. Together these account for most of the difference, so (5) is slightly conservative for the corrected procedure.

## Failure modes

**Blind depths.** Reverse bias from 0 to 4 V moves the edge from 114 to 255 nm. Shallower dopants enter only through the integrals $\psi$ and $Q$ at $V=0$, which fix two moments and no shape. The 21-point window also removes 0.5 V at each end.

**Criterion drift.** Without the correction of $\varphi$, the depth at $V=0$ is 8.7% too small relative to the hole centroid. With it, the largest depth error in the classical calculation is 0.25%.

**Correlated errors.** Equation (5) assumes independent noise. A drift linear in bias leaves $T''$ alone but shifts $T'$, so more points do not help. Independent bias noise $\sigma_V$ adds $(T'\sigma_V)^2$ to $\sigma^2$.

**Choosing $M$ from the data.** Equation (6) needs a fourth derivative, which is noisier still than the second. Take $b$ from a process estimate of the profile, and compare two window sizes.

## Real devices

The parameters are roughly those of older CMOS; 10 nm is a thick gate oxide for a scaled logic transistor. The following are the largest errors in recovered doping, relative to the true doping at the recovered depth, for biases from 0.5 to 3.5 V. Each effect was added alone, with rough material coefficients. Quantum confinement in a triangular well gives 13% with one subband. At 300 K that subband holds only one to two thirds of the electrons over this field range, and the sum over all subbands of both valley sets gives 16%. Charge sharing with source and drain gives 6% for a 10 µm channel and 0.2 µm junctions; this estimate of the shared charge varies inversely with channel length, so short devices are poor test structures. A constant-current threshold with mobility falling as field$^{-0.3}$ gives 2.5%, or 2.2% if the accompanying change in the oxide drop is neglected. For a gate doped to $10^{20}$ cm$^{-3}$ the depletion approximation gives 1.6% but does not apply: the depleted width of about 0.13 nm is below the screening length of 0.4 to 0.6 nm. Classical screening in the gate gives 4.5% with Boltzmann and 6% with Fermi-Dirac statistics. Most of this acts as a series capacitance; if $C$ includes it, about 0.3% remains.

At 4 V the surface field is 0.35 MV/cm. The avalanche integral with rough electron coefficients is 0.15, below the breakdown value of 1, and the tunnelling exponent is about 100, so neither should disturb the depletion layer under the gate. The source and drain junctions carry at least the same reverse bias. Their field can be higher, for example where a side wall meets the implant, so they need their own check. Hole degeneracy is a 0.2% correction. About 10% of the acceptors are neutral in the undepleted body at the peak doping; they ionize once depleted, but their effect on the edge was not calculated. In a fully depleted thin body the edge cannot move with bias, and the method does not apply. The main device parameters are listed in the numerical output; the rough material coefficients are in the program.

## Computed values

```
temperature 300 K, thermal voltage 25.85 mV
oxide 10 nm, Cox 0.3453 uF/cm2, flat band -0.9 V
background 5.00e+16, implant 1.00e+17 cm^-3
implant depth 150 nm, standard deviation 40 nm
threshold inversion density 1.0e+10 cm^-2
noise 0.10 mV, bias step 0.05 V, n_i 1.0e+10 cm^-3
surface potential at V=0: 0.7950 V
V=0 V: threshold 0.2566 V
V=1 V: threshold 0.4980 V
V=2 V: threshold 0.6882 V
V=4 V: threshold 0.9799 V
inversion formula, largest error 0.00003 %
depth range 113.7 to 254.9 nm
depth error at V=0 without phi correction -8.74 %
largest depth error with phi correction 0.249 %
removed-hole centroid near V=1 V: 150.67 nm
noise-free peak 1.4303e+17 cm^-3 at 150.6 nm
true peak 1.5000e+17 cm^-3 at 150.0 nm
noise-free rms deviation from doping 4.29 %
noise-free rms deviation from holes 0.59 %
largest noise-free deviation from doping 6.53 %
thin spike width: true 11.8, found 43.7 nm
thin spike height found / true 0.248
at implant peak: V 0.991 V, T' 0.2000, T'' -0.03832 1/V
3-point error of N (linear estimate) 256 %
21-point error of N 1.40 %
21-point recovery, mean of 300 noisy curves:
V[V] W[nm] N_true N_found[cm^-3] scatter[%] law[%] kernel FWHM[nm]
0.50 133.5 1.419e+17 1.331e+17 0.86 0.88 20.7
1.00 150.3 1.500e+17 1.416e+17 1.14 1.33 17.3
1.50 165.2 1.431e+17 1.362e+17 1.65 1.69 16.3
2.25 187.4 1.145e+17 1.119e+17 2.02 2.03 17.5
3.25 222.5 6.934e+16 7.326e+16 2.30 2.23 22.5
best points: law 23, scan 23; bias coefficient -0.0310 1/V^2
total error: law window 1.53 %, scan 1.53 %
10% error at 150 nm: window 13.7, FWHM 7.4 nm
10% error at 220 nm: window 23.0, FWHM 12.5 nm
simulated error where law predicts 10%: 10.13 %, noise 0.721 mV
Debye length at peak 10.56 nm
noise for FWHM = Debye length at 10% error: 0.242 mV
neglected effects, largest error for V = 0.5 to 3.5 V:
quantum confinement: depth 3.25 %, doping at found depth 12.86 %
mobility ~ field^-0.3: depth 1.88 %, doping at found depth 2.19 %
gate depletion: depth 0.70 %, doping at found depth 1.63 %
charge sharing: depth 3.59 %, doping at found depth 5.68 %
surface field at V=4 V: 0.351 MV/cm
avalanche integral 0.1466, tunnelling exponent 103
hole degeneracy 0.20 %, neutral acceptors in bulk 10.2 %
```
